Can a 1 eV electron follow a classical path between resist molecules?

**Problem**

Exposure of a resist film to extreme-ultraviolet light or an electron beam releases electrons that slow down to a few eV. One way to follow such an electron is as a classical particle that flies from one molecule to the next and meets each with a definite impact parameter. Take a film like poly(hydroxystyrene), with a rough density of 1.2 g/cm³ and one C8H8O repeat unit (120.15 g/mol) as the scattering unit. The electron has 1 eV of kinetic energy.

(a) Compare its wavelength with the spacing of the units.

(b) How sharply can an electron be aimed at two neighbouring units in succession? At what energy does a classical path become a fair description?

(c) A simulation that draws random collisions needs no impact parameters, but it adds the scattering of different units as if they were independent. Estimate the error this makes in the momentum-transfer cross section of two neighbouring units.

(d) Which neglected effects matter most?

Assume free, nonrelativistic flight between units, with the free-electron mass m. Kinetic energy is counted from the bottom of the conduction band of the film. Widths are root-mean-square (rms) values along one axis.

**Solution**

**(a) Wavelength and spacing**

A free electron of wave number k has momentum ħk, so

E = ħ²k²/(2m), λ = 2π/k = h/√(2mE).

With ħ²/(2m) = 0.03810 eV nm² and E = 1 eV,

k = √(1/0.03810) nm⁻¹ = 5.123 nm⁻¹,

λ = 2π/5.123 nm = 1.226 nm = 12.26 Å.

The number of units per volume follows from the density ρ, the molar mass M and Avogadro's number N_A:

n = ρN_A/M = 6.0 × 10²¹ cm⁻³ = 6.0 nm⁻³.

Each unit owns a volume 1/n. The side of a cube of that volume serves as the mean spacing:

d = n^(−1/3) = 0.550 nm.

Hence λ/d = 2.23 and kd = 2.82. The wavelength exceeds the spacing, which is a warning but not yet a criterion: it does not say how well a path can be defined.

**(b) The limit on aiming**

Let the electron travel along z, and let x be a transverse coordinate. It passes the first unit at time 0 and the second at time T. In free flight the position operator evolves as

x(T) = x(0) + p(0)T/m.

Since [x, p] = iħ, the two positions do not commute:

[x(0), x(T)] = (T/m)[x(0), p(0)] = iħT/m.

Write C = ħT/m, and let A and B be x(0) and x(T) with their mean values subtracted. For any real number μ, the squared length of the vector (A + iμB)ψ cannot be negative:

0 ≤ ⟨(A − iμB)(A + iμB)⟩ = ⟨A²⟩ + μ²⟨B²⟩ + iμ⟨[A, B]⟩.

Because [A, B] = iC, the last term is −μC. The choice μ = C/(2⟨B²⟩) gives

0 ≤ ⟨A²⟩ − C²/(4⟨B²⟩).

Multiplying by ⟨B²⟩ and taking the square root,

Δx(0) Δx(T) ≥ ħT/(2m).

The flight time T is d divided by the mean forward speed. That speed is limited by the energy, because the square of a mean never exceeds the mean of the square:

⟨p_z⟩ ≤ √⟨p_z²⟩ ≤ √⟨p²⟩ = √(2mE) = ħk.

So T ≥ md/(ħk), and

Δx(0) Δx(T) ≥ d/(2k).

A sharper aim at one unit is paid for by a wider spread at the other. If the two widths are equal, each is at least

s = √(d/(2k)) = √(0.0537 nm²) = 0.232 nm.

To judge this length, divide it by half a spacing, roughly the distance from the centre of a unit to the border with its neighbour:

F = s/(d/2).

Squaring, and then using k = 2π/λ,

F² = (4/d²) × d/(2k) = 2/(kd) = λ/(πd).

For the example,

F = √(2.230/π) = 0.84.

A path with a known impact parameter at both units needs F ≪ 1. Here the equal spread cannot be less than 84 % of the distance to the border.

**Can the limit be reached?** Take a Gaussian packet whose narrowest point, of width s₀, lies midway between the units:

ψ ∝ exp(−x²/(4s₀²)).

At a time t from the waist, the squared width is

σ² = ⟨x²⟩ + (t/m)⟨xp + px⟩ + (t²/m²)⟨p²⟩.

The middle term vanishes: the operator is Hermitian, so its mean is real, but for a real ψ the factor −iħ in p makes that mean imaginary. For the last term,

⟨p²⟩ = ħ²∫(dψ/dx)²dx = ħ²⟨x²⟩/(4s₀⁴) = ħ²/(4s₀²).

At the two units t = ∓T/2. If the forward speed is ħk/m, then ħT/m = d/k, and

σ² = s₀² + d²/(16k²s₀²).

The product of the two terms is fixed at d²/(16k²), so their sum is smallest when they are equal. This gives s₀² = d/(4k) and σ² = d/(2k), which is the bound. The waist is 0.164 nm wide. Numerical propagation of Gaussian packets, with the waist varied to minimize the end width, also gives 0.2317 nm.

Other shapes do worse. A profile sech(x/w) with w = 0.25 nm was propagated with seven strengths of focusing, from none to twice the curvature k/d. Its smallest product of widths was 1.047 times the bound. A profile with one node gave 3.00 times the bound.

Let the Gaussian be aimed at the centre of a square of side d, with the same width s along both transverse axes. The fraction that misses the square is

1 − [erf(d/(2√2 s))]² = 41.5 %.

**The cost of focusing.** A packet this narrow carries transverse kinetic energy. So far the whole 1 eV was credited to forward motion, which favours the classical picture. Now hold the total mean energy at 1 eV and let the mean forward wave number be k_z. Each transverse axis contributes

⟨p_x²⟩/ħ² = 1/(4s₀²) = k_z/d,

because the waist is now s₀² = d/(4k_z). Neglecting the spread in forward momentum, the energy balance is

k_z² + 2k_z/d = k².

Adding 1/d² to both sides completes the square, and the positive root is

k_z = √(k² + 1/d²) − 1/d = 3.62 nm⁻¹.

Half of the energy is now transverse. The flight takes longer, the width at each unit becomes √(d/(2k_z)) = 0.276 nm, and the ratio to half a spacing rises to 1.00. The missing fraction becomes 54 %. A wider waist does slightly better. With k_z² = k² − 1/(2s₀²), the squared width is σ² = s₀² + d²/[16(k²s₀² − 1/2)]. It is smallest when k²s₀² − 1/2 = kd/4, where σ² = d/(2k) + 1/(2k²). This gives a waist of 0.214 nm, a width of 0.270 nm and a ratio of 0.98. The value 0.84 is therefore a lower bound that these packets of total energy 1 eV do not reach.

**The energy needed.** Requiring F ≤ f means 2/(kd) ≤ f², or k ≥ 2/(f²d). The corresponding energy is

E_f = (ħ²/2m) [2/(f²d)]².

How small f should be is a matter of convention. For f = 1/3,

E_f = 0.03810 × (18/0.5499)² eV = 41 eV.

For f = 1/10 it is about 5.0 keV. These are lower limits: with the focusing energy included, σ² = d/(2k) + 1/(2k²) puts the ratio 1/3 at 45 eV. The steep rise comes from E_f ∝ 1/f⁴; equivalently, F falls only as E^(−1/4) at fixed d.

The table includes a second film, a molecular glass with a rough molar mass of 700 g/mol and the same density. There the whole molecule is the unit, and d = 0.989 nm.

| Film | E (eV) | λ (nm) | λ/d | F |
|---|---|---|---|---|
| repeat unit | 1 | 1.226 | 2.23 | 0.84 |
| repeat unit | 10 | 0.388 | 0.71 | 0.47 |
| repeat unit | 100 | 0.123 | 0.22 | 0.27 |
| repeat unit | 1000 | 0.039 | 0.07 | 0.15 |
| glass | 1 | 1.226 | 1.24 | 0.63 |

At 10 eV the wavelength is already shorter than the spacing of the repeat units, yet the best equal spread is still about half the distance to the border. The test λ < d is too lenient for a path. Larger molecules help, since F ∝ d^(−1/2) at fixed energy, but at 1 eV the glass still has F = 0.63. It reaches F = 1/3 at 13 eV.

**(c) The error in an averaged cross section**

The bound in (b) rules out sharp paths. It does not show that averages over many collisions are wrong, because those averages need only cross sections. What independent collisions leave out is interference between waves scattered by different units.

Take two identical units separated by the vector **d**, and assume that each scatters once, elastically and equally in all directions. If ħ**q** is the momentum transfer, the two waves differ in phase by **q**·**d**. Relative to two independent units, the intensity is

|1 + exp(i**q**·**d**)|²/2 = 1 + cos(**q**·**d**).

The film has no preferred direction, so average over the orientation of **d**. With ν the cosine of the angle between **q** and **d**,

I(q) = 1 + ½∫₋₁¹ cos(qdν) dν = 1 + sin(qd)/(qd).

For scattering through an angle θ the wave number keeps its size, so q² = 2k²(1 − cos θ), or q = 2k sin(θ/2). In the example I is 2.00 at 0°, 0.81 at 90° and 0.89 at 180°. Forward scattering is doubled. The interference term turns negative where qd passes π, that is where sin(θ/2) = π/(2kd) = 0.56, or θ ≈ 68°. It stays negative up to 180°, because the largest value of qd is 5.63, still below 2π.

**Total cross section.** Write X = kd. The interference term is the real part of exp(i**k**·**d**) exp(−i**k′**·**d**), where **k** and **k′** are the wave vectors before and after scattering. Averaging over the direction of **k′** turns the second factor into sin X/X. Averaging over the orientation of **d** then does the same to the first. The relative change is

(sin X/X)² = +1.3 %.

The forward gain and the loss at larger angles nearly cancel.

**Momentum transfer.** The loss of forward momentum weights each collision by 1 − cos θ. With c = cos θ, and since ∫₋₁¹(1 − c)dc = 2, the relative change for the pair is

G = ½∫₋₁¹ (1 − c) [sin(qd)/(qd)] dc.

Substitute u = qd. Then 1 − c = u²/(2X²) and dc = −u du/X². As c runs from −1 to 1, u runs from 2X down to 0, and the minus sign reverses these limits:

G = ½∫₀^(2X) [u²/(2X²)] [sin u/u] [u/X²] du = [1/(4X⁴)] ∫₀^(2X) u² sin u du.

Integrating by parts twice,

∫u² sin u du = −u² cos u + 2u sin u + 2 cos u.

At u = 0 this equals 2. With U = 2X,

G = [2U sin U + (2 − U²) cos U − 2]/(4X⁴).

For X = 2.817 the three terms in the bracket are about −6.8, −23.7 and −2.0, and 4X⁴ is about 252. So

G ≈ −32.5/252 = −13 %.

The sign follows from the angular pattern: the weight 1 − cos θ suppresses the forward gain and keeps the loss at large angles. Adding independent cross sections would thus overestimate the momentum transfer of this pair. A direct numerical sum over directions agrees with the formula at kd = 2.817 and at 0.4 and 1.7 times that value, to within 10⁻⁹ in G.

**Two limits.** For X → 0, sin u ≈ u and the integral is U⁴/4 = 4X⁴, so G → 1. In single scattering, the two units then act as one scatterer of doubled amplitude, with four times the cross section of one unit instead of twice. For X ≫ 1 the term in U² dominates:

G ≈ −cos(2X)/X².

Its size is at most about 1/X², which falls as 1/E. At 10 eV, X² is about 79 and the correction is about 1 % or less in this model, although F is still 0.47. For this isotropic pair, averages thus become reliable well before individual paths do. The isotropic model is itself less safe at 10 eV: scattering concentrated in the forward direction gives more weight to small q, where interference is strong.

**(d) What the estimate leaves out**

**More neighbours.** Put eight units at the corners of a cube of side d. There are 12 pairs at distance d, 12 at √2 d and 4 at √3 d. In the intensity per unit each pair counts twice and is divided by eight, so the change is

3G(X) + 3G(√2 X) + G(√3 X) = −29 %.

The nearest pairs alone give 3 × (−12.9 %) = −38.7 %, and the more distant ones return about 10 percentage points. Eight units are still far from a film, and a larger block can change the result much more. In an endless perfect lattice of this spacing, elastic single scattering needs q to equal the length of a reciprocal-lattice vector, and the shortest nonzero one is 2π/d = 11.4 nm⁻¹. The largest q available at 1 eV is 2k = 10.2 nm⁻¹. No deflection is then possible, and the change is −100 %. This holds only below (ħ²/2m)(π/d)² = 1.24 eV. At 1.5 eV the first reflection is open, and a cubic block of ten units per edge gives about +25 %. A real film is disordered, but dense packing also suppresses scattering at small q. Its correction can therefore be much larger than the values for two or eight units, and finding it requires the structure factor of the film. This is the largest correction to part (c) found here.

**Anisotropic scattering.** If each unit scatters with an amplitude proportional to 1 + 0.5 cos θ, the pair correction shrinks to −7 %. With 1 − 0.5 cos θ it grows to −15.5 %. A unit of radius d/2 has kR = 1.4 and need not scatter isotropically. Hard spheres of that radius, each scattering once, give −4 %. A strongly forward-peaked amplitude 1/(q² + 1/a²) with a = 0.4 nm reverses the sign, to about +15 %.

**Repeated scattering.** With a rough mean free path l = 1 nm, a fraction exp(−d/l) = 58 % of the electrons crosses one spacing without a collision. A state that lasts for a time l/v has an energy blurred by about

ħv/l = ħ²k/(ml) = 2E/(kl) = 0.39 eV.

This is not small beside 1 eV. A single sharp wavelength, and single scattering from a pair, are rough descriptions of such an electron. For two point scatterers with cross section 1/(nl), repeated scattering between them changes the pair correction from −13 % to −11 % for a positive phase shift and to −5 % for a negative one.

**Energy reference and mass.** Suppose the 1 eV is counted from the vacuum level instead. If the band bottom lies 0.5 eV above that level, the kinetic energy is 0.5 eV, λ = 1.73 nm and F = 1.00. If it lies 0.5 eV below, the kinetic energy is 1.5 eV, λ = 1.00 nm and F = 0.76. At a kinetic energy of 1 eV, an effective mass of m/2 gives F = 1.00 and one of 2m gives 0.71. None of these changes makes F small. The pair correction G is far more sensitive: it is +2 % at 0.5 eV or for m/2, −5.5 % at 1.5 eV and +2 % for 2m. The block of eight gives −38 % at 0.5 eV and −8.5 % at 1.5 eV.

**Temperature, field and relativity.** At 300 K the thermal energy is 0.026 eV. A field of 1 MV/cm adds 0.055 eV over one spacing. Since λ ∝ E^(−1/2), these energies shift λ by about 1 % and 3 %. Relativity shortens λ by 0.25 % at 5.0 keV and is negligible at 1 eV.

**The real film.** The density and molar mass are typical of a poly(hydroxystyrene) resist, and electrons of a few eV do occur in exposure with extreme-ultraviolet light or electron beams. A real polymer lacks the single spacing assumed here: its repeat units are bonded in chains, so some neighbours are closer than 0.55 nm and others farther away. Closer neighbours raise F, and they can reverse the sign of G: at 1 eV a pair 0.35 nm apart has G = +11 %, and one 0.25 nm apart has +43 %. Free flight is also a weak assumption, as the energy blur shows. The estimate also ends where trapping begins, because a trapped electron is in a bound state and has no free-flight wavelength.

**Answer.** At 1 eV, λ = 1.23 nm against a spacing of 0.55 nm, and an electron aimed equally well at two neighbouring units is spread by at least 0.23 nm at each. Classical paths between neighbours are not justified. In the single-scattering model at kd = 2.82, interference lowers the averaged momentum transfer by about 13 % for an isotropic pair and 29 % for a block of eight, relative to independent scattering. The size of the pair value, and even its sign, depends on the energy reference, the mass, the distance and the angular pattern of one unit. In a dense film the reduction can be much larger, so these small clusters do not justify a simulation with independent collisions at this energy. Such a simulation should include the structure factor of the film, and its accuracy has to be shown separately.

Computed results

```
electron energy: 1.0 eV
hbar^2/2m: 0.03810 eV nm^2
wavelength: 1.2264 nm = 12.264 angstrom
wave number k: 5.123 1/nm
speed: 5.931e+05 m/s
ring level at this wavelength: 0.99998 eV
density (rough): 1.2 g/cm3
C8H8O unit molar mass: 120.15 g/mol
number density: 6.015e+21 1/cm3
spacing d: 0.5499 nm; half: 0.2749 nm
flight time over d: 0.927 fs
lambda/d: 2.230; kd: 2.817
width product bound d/(2k): 0.05367 nm^2
best equal width: 0.2317 nm
same, Fourier propagation: 0.2317 nm
waist midway: 0.1638 nm
ratio F: 0.843
missing the square target: 41.5 %
lowest product/bound, gaussian: 1.0000
lowest product/bound, sech: 1.0472
lowest product/bound, one node: 3.0000
lowest product/bound, two humps: 2.3146
with focusing energy inside the 1 eV:
  forward wave number: 3.618 1/nm
  focusing share of energy: 50.1 %
  width: 0.2757 nm; F: 1.003
  missing the target: 53.6 %
E 1 eV: lambda 1.2264 nm, lambda/d 2.230, F 0.843
E 10 eV: lambda 0.3878 nm, lambda/d 0.705, F 0.474
E 100 eV: lambda 0.1226 nm, lambda/d 0.223, F 0.266
E 1000 eV: lambda 0.0388 nm, lambda/d 0.071, F 0.150
energy for F = 1/3: 40.8 eV
energy for F = 1/10: 5040 eV
molecular glass molar mass (rough): 700 g/mol
  spacing: 0.9894 nm; lambda/d: 1.240
  best width: 0.3107 nm; F: 0.628
  energy for F = 1/3: 12.6 eV
pair intensity/independent at 0 deg: 2.000
pair intensity/independent at 90 deg: 0.813
pair intensity/independent at 180 deg: 0.893
pair, total cross section change: +1.28 %
pair, momentum-transfer change: -12.9 %
  amplitude 1+0.5cos: -7.3 %
  amplitude 1-0.5cos: -15.5 %
block of eight, same change: -29.0 %
offset -0.5 eV: lambda 1.734 nm, F 1.002
offset +0.5 eV: lambda 1.001 nm, F 0.761
mass 0.5 m: lambda 1.734 nm, F 1.002
mass 2.0 m: lambda 0.867 nm, F 0.709
thermal energy at 300 K: 0.0259 eV
energy gain over d at 1 MV/cm: 0.0550 eV
mean free path l (rough): 1.0 nm; kl: 5.12
  unscattered over d: 57.7 %
  energy blur hbar v/l: 0.390 eV
relativistic cut of lambda at F = 1/10: 0.25 %
```
